\section*{Why Grating Diffraction Orders Lie on a Circle in Grazing X-ray Scattering}

\section{The situation}

An X-ray beam strikes a line grating at a fraction of a degree, travelling along the lines. The detector behind the sample shows a row of spots bent into an arc: the central spot is highest, and the others descend towards the sample horizon on both sides. The pitch sets the sideways spacing of the spots. What fixes the arc?

Let $x$ run along the lines, $y$ across them and $z$ along the outward surface normal. The pitch is $p$, and $G=2\pi/p$. The incident wave has vacuum wavenumber $k$, time factor $e^{-i\omega t}$ and grazing angle $\alpha$, measured from the surface:
\begin{equation}
\mathbf k_i=k(\cos\alpha,\,0,\,-\sin\alpha).
\label{ki}
\end{equation}
The grating is static, unchanged by any shift along $x$, and periodic in $y$. Scattering is elastic, so frequency and vacuum wavenumber are preserved. For every propagating order above the grating, the claim is
\begin{equation}
k_{fy}^2+k_{fz}^2=k^2\sin^2\alpha\equiv R^2,\qquad k_{fy}=nG .
\label{claim}
\end{equation}
Momentum conservation alone does not give this circle. It needs conservation of the wavevector component along the lines together with conservation of photon energy. Two derivations follow, one from the symmetry of the full wave problem and one from the interference of singly scattered waves.

\section{First derivation: symmetry of the full field}

Let the relative permittivity be $\varepsilon(y,z)$, independent of $x$. At fixed frequency, in a nonmagnetic material, the electric field obeys
\begin{equation}
\nabla\times\nabla\times\mathbf E=k^2\varepsilon(y,z)\,\mathbf E .
\label{maxwell}
\end{equation}
Define the shifted field $\mathbf E_a(x,y,z)=\mathbf E(x+a,y,z)$. Because $\varepsilon$ does not depend on $x$, $\mathbf E_a$ solves the same equation. Its incident part is the original incident wave multiplied by $e^{ik_{ix}a}$. By linearity, $e^{ik_{ix}a}\mathbf E$ is also a solution with that incident part. Assume that the incident wave determines the field uniquely, which requires that no undamped guided wave of the grating matches its wavevector components. The two solutions then coincide:
\begin{equation}
\mathbf E(x+a,y,z)=e^{ik_{ix}a}\mathbf E(x,y,z).
\end{equation}
Setting $x=0$ and renaming $a$ as $x$ gives
\begin{equation}
\mathbf E(x,y,z)=e^{ik_{ix}x}\,\mathbf u(y,z),\qquad k_{ix}=k\cos\alpha .
\label{xfactor}
\end{equation}
The whole field, including every multiply scattered part, carries the $x$ component of the incident wavevector.

Across the lines, only shifts by $p$ leave the grating unchanged. The same argument gives $\mathbf u(y+p,z)=e^{ik_{iy}p}\mathbf u(y,z)$. Hence $e^{-ik_{iy}y}\mathbf u$ has period $p$ and can be expanded in a Fourier series:
\begin{equation}
\mathbf u(y,z)=\sum_n \mathbf c_n(z)\,e^{i(k_{iy}+nG)y}.
\label{floquet}
\end{equation}
For the aligned beam $k_{iy}=0$.

Above the highest point of the grating $\varepsilon=1$. The divergence of (\ref{maxwell}) then gives $\nabla\cdot\mathbf E=0$, and $\nabla\times\nabla\times\mathbf E=-\nabla^2\mathbf E$. Each Cartesian component therefore obeys $(\nabla^2+k^2)E_j=0$. Inserting (\ref{xfactor}) and (\ref{floquet}), and using the independence of the Fourier terms, gives
\begin{equation}
\frac{d^2\mathbf c_n}{dz^2}+\left(k^2-k^2\cos^2\alpha-n^2G^2\right)\mathbf c_n=0 .
\end{equation}
Since $1-\cos^2\alpha=\sin^2\alpha$, the scattered solution is proportional to $e^{ik_{fz}z}$ with
\begin{equation}
k_{fz}=\sqrt{k^2\sin^2\alpha-n^2G^2}.
\label{kz}
\end{equation}
With the time factor $e^{-i\omega t}$, the positive root is the wave leaving the surface. Squaring (\ref{kz}) and adding $k_{fy}^2=n^2G^2$ proves (\ref{claim}).

If $|n|G>k\sin\alpha$, the root is taken as $+i\kappa_n$, with $\kappa_n=\sqrt{n^2G^2-R^2}$. The field then decays as $e^{-\kappa_n z}$ and sends no beam to a distant detector. Only the upper half of the circle is occupied by reflected orders.

The argument also shows where the radius changes. In a uniform, lossless substrate of permittivity $\varepsilon_s$, the conserved component is still $k\cos\alpha$, but the squared wavenumber is $k^2\varepsilon_s$. The transmitted orders there satisfy
\begin{equation}
k_y^2+k_z^2=k^2(\varepsilon_s-\cos^2\alpha).
\end{equation}
For X-rays $\varepsilon_s$ is usually slightly below one, so this circle is smaller. If $\varepsilon_s<\cos^2\alpha$, the right side is negative and every order is evanescent in the substrate.

\section{Second derivation: interference of scattered waves}

Now regard each small piece of the grating as a source driven by the incident wave alone. This is the single-scattering, or Born, approximation. Polarization changes the strength of a source but not the phases used below, so a scalar wave suffices. A source at $\mathbf r'$ sends to a distant point $\mathbf r$ the wave
\begin{equation}
\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}
\simeq\frac{e^{ikr}}{4\pi r}e^{-i\mathbf k_f\cdot\mathbf r'},
\qquad \mathbf k_f=k\,\frac{\mathbf r}{r},
\end{equation}
because $|\mathbf r-\mathbf r'|\simeq r-\mathbf r\cdot\mathbf r'/r$. A static source radiates at the driving frequency, hence $|\mathbf k_f|=k$. The driving phase is $e^{i\mathbf k_i\cdot\mathbf r'}$. With $\mathbf q=\mathbf k_f-\mathbf k_i$, the far amplitude is
\begin{equation}
A(\mathbf q)\propto\int[\varepsilon(\mathbf r')-1]\,e^{-i\mathbf q\cdot\mathbf r'}\,d^3r'.
\end{equation}

Take $N$ identical lines of length $L$, centred at $x=0$ and displaced by $jp$, with $j=0,\ldots,N-1$. The integral factorizes:
\begin{equation}
A\propto F(q_y,q_z)
\left[\int_{-L/2}^{L/2}e^{-iq_xx}dx\right]
\left[\sum_{j=0}^{N-1}e^{-iq_ypj}\right],
\end{equation}
where $F$ is the Fourier transform of one line's cross-section. The first bracket is
\begin{equation}
\frac{e^{-iq_xL/2}-e^{iq_xL/2}}{-iq_x}=\frac{2\sin(q_xL/2)}{q_x}.
\label{sinc}
\end{equation}
It peaks at $q_x=0$ with value $L$, and its first zeros are at $q_x=\pm2\pi/L$. The second bracket is a geometric sum:
\begin{equation}
\frac{1-e^{-iNq_yp}}{1-e^{-iq_yp}}
=e^{-i(N-1)q_yp/2}\,\frac{\sin(Nq_yp/2)}{\sin(q_yp/2)} .
\end{equation}
Its magnitude reaches $N$ when $q_yp=2\pi n$, that is, when $q_y=nG$. As $L$ and $N$ grow, the intensity concentrates at
\begin{equation}
q_x=0,\qquad q_y=nG .
\label{rods}
\end{equation}
In $\mathbf q$ space these conditions describe rods parallel to $q_z$. The value of $F$ on a rod sets the strength of an order and may make it vanish, but does not move the rod.

The condition $q_x=0$ means $k_{fx}=k\cos\alpha$. Combined with $|\mathbf k_f|=k$, it gives
\begin{equation}
k_{fy}^2+k_{fz}^2=k^2-k^2\cos^2\alpha=k^2\sin^2\alpha,
\end{equation}
which is (\ref{claim}) again. Geometrically, the plane $q_x=0$ cuts the sphere of elastic exit wavevectors in a circle, and the rods select points on it. Because $k_{fz}=q_z-k\sin\alpha$, expanding the square gives
\begin{equation}
q_y^2+q_z^2=2q_zk\sin\alpha .
\end{equation}
In momentum transfer the circle is therefore centred at $q_z=k\sin\alpha$ and passes through the origin, the point of the undeflected beam.

\section{What each derivation assumes}

Both derivations need a static grating and elastic scattering. The first also needs unlimited, perfect lines and a unique field, but it allows strong and repeated scattering, absorption and any polarization. The second neglects repeated scattering. That is a poor approximation for intensities near total external reflection, where the reflected wave is comparable with the incident one. In return, it treats finite and imperfect lines directly.

A finite scalar array gives a numerical test between these limits. It has seven lines of 80 point scatterers each, spaced by $0.45$ wavelengths, with a pitch of $4.6$ wavelengths and $\alpha=30^\circ$. Solving for the mutually scattered waves changes the driving field by $18.6\,\%$ rms relative to the incident amplitude, so the single-scattering assumption is clearly violated. A search over exit directions nevertheless finds the five predicted orders. Their mean radius is $0.5018k$, against the predicted $0.5000k$. This difference corresponds to $k_{fx}=0.865k$ instead of $0.866k$, a shift of one search step and much less than the peak width of $0.0249k$. The shift comes from multiple scattering in lines of finite length. Located continuously, the peak lies at $k\cos\alpha=0.86603k$ when the sources are driven by the incident wave alone. With mutual scattering it lies at $0.86515k$, $0.86580k$ and $0.86593k$ for 80, 160 and 240 scatterers per line, approaching the predicted value. Doubling the line length reduces the width to $0.0124k$, as (\ref{sinc}) leads one to expect.

\subsection{Loss of uniformity along the lines}

If the lines have a period $P$ along $x$, the first derivation allows $k_{fx}=k\cos\alpha+2\pi m/P$, with integer $m$. Each $m$ that permits propagation has its own circle. With dots $0.9$ wavelengths apart in the test array, $m=-1$ gives
\begin{equation}
\frac{k_{fx}}{k}=0.8660-\frac1{0.9}=-0.2451,\qquad
\sqrt{1-0.2451^2}=0.9695 .
\end{equation}
The search finds this second circle at radius $0.9693k$.

More generally, let $k_{fx}=k\cos\alpha+q_x$. The radius becomes
\begin{equation}
R'^2=k^2-(k\cos\alpha+q_x)^2
=R^2-2kq_x\cos\alpha-q_x^2 .
\label{blur}
\end{equation}
For small $q_x$, $2R(R'-R)\simeq-2kq_x\cos\alpha$, so $R'-R\simeq-q_x\cot\alpha$. At grazing incidence $\cot\alpha$ is large, and the radius is sensitive to any spread in $q_x$.

Random waviness provides such a spread. Suppose that each line keeps its cross-section but is displaced sideways by $s(x)$, a Gaussian variable of zero mean and rms value $\sigma$. In single scattering, the displacement adds a factor $e^{-iq_ys}$. Its mean follows by completing the square:
\begin{align}
\langle e^{-iq_ys}\rangle
&=\int\frac{ds}{\sqrt{2\pi}\,\sigma}\,e^{-s^2/2\sigma^2-iq_ys}\nonumber\\
&=e^{-q_y^2\sigma^2/2}\int\frac{ds}{\sqrt{2\pi}\,\sigma}\,
e^{-(s+iq_y\sigma^2)^2/2\sigma^2}
=e^{-q_y^2\sigma^2/2}.
\end{align}
The last integral is one, since its contour can be shifted to the real axis. For a line much longer than the correlation length, this mean is the amplitude remaining at $q_x=0$. The sharp intensity is multiplied by $e^{-q_y^2\sigma^2}$. Since $|e^{-iq_ys}|^2=1$, the total over $q_x$ of this factor's power spectrum is unchanged: the missing part appears at $q_x\ne0$, away from the circle.

\subsection{A beam not parallel to the lines}

If the beam is turned by an azimuth $\phi$, then $k_{ix}=k\cos\alpha\cos\phi$ and $k_{iy}=k\cos\alpha\sin\phi$. Both derivations now give $k_{fy}=k_{iy}+nG$ and
\begin{align}
R_\phi^2&=k^2(1-\cos^2\alpha\cos^2\phi)\nonumber\\
&=k^2(\sin^2\alpha+\cos^2\alpha\sin^2\phi).
\label{azimuth}
\end{align}
The orders still lie on a circle, but in general not symmetrically about $k_{fy}=0$. At $\phi=90^\circ$ the radius is $k$ and $k_{fx}=0$: all orders lie in the plane of incidence, as in ordinary grating diffraction.

\section{A grating of 100 nm pitch}

Take a photon energy of $8.0$ keV, $\alpha=0.50^\circ$ and $p=100$ nm. Then $k=40.5418\ \mathrm{nm^{-1}}$, and
\begin{equation}
R=40.5418\sin0.50^\circ=0.3538\ \mathrm{nm^{-1}},\qquad
G=\frac{2\pi}{100}=0.06283\ \mathrm{nm^{-1}}.
\end{equation}
Since $R/G=5.63$, orders $-5$ to $5$ propagate, eleven in all. For $n=5$,
\begin{equation}
k_{fz}=\sqrt{0.35379^2-0.31416^2}=0.1627\ \mathrm{nm^{-1}},
\end{equation}
corresponding to an exit angle of $0.230^\circ$ from the surface. The field of order 6 decays by a factor $e$ over $7.68$ nm.

On a plane normal to the lines at distance $D$, straight rays from the sample arrive at $y=Dk_{fy}/k_{fx}$ and $z=Dk_{fz}/k_{fx}$. All orders share the same $k_{fx}$, so the detector also shows a circle, of radius
\begin{equation}
D\,\frac{k\sin\alpha}{k\cos\alpha}=D\tan\alpha
=2000\ \mathrm{mm}\times\tan0.50^\circ=17.45\ \mathrm{mm}.
\end{equation}
The central order lies at $(y,z)=(0,17.45)$ mm and order 5 at $(15.50,8.03)$ mm. Placing the detector normal to the beam instead, 2000 mm from the sample along the beam, moves the spots by at most $2.66\ \mu$m relative to the direct-beam spot.

Alignment matters far more. An azimuthal error of $0.020^\circ$ shifts every $k_{fy}$ by $0.01415\ \mathrm{nm^{-1}}$. The radius rises by less than $0.1\,\%$, to $0.3541\ \mathrm{nm^{-1}}$. Yet $k_{fz}$ becomes $0.133\ \mathrm{nm^{-1}}$ for order $+5$ and $0.188\ \mathrm{nm^{-1}}$ for order $-5$, changes of about $-19\,\%$ and $+16\,\%$ from the aligned value. Unequal heights of opposite orders are therefore a much more sensitive sign of azimuthal misalignment than the radius, provided that the sample is not also rolled about the lines, which makes the heights unequal too.

A much finer pitch gives fewer orders: at the same energy and angle, a pitch of 30 nm has $R/G=1.69$, so only orders $-1$, 0 and 1 propagate. Real beams and lines break the ideal assumptions. For rough illustrative values, a change of $0.005^\circ$ in grazing angle changes $R$ by $1.0\,\%$, and a relative bandwidth of $1.4\times10^{-4}$ changes it by $0.014\,\%$. The bandwidth leaves the arc's radius on the detector, $D\tan\alpha$, unchanged and only spreads the spots along the arc. For lines 5 mm long, the first zero of (\ref{sinc}) corresponds to a radius change of $0.041\,\%$. This width is reached only in the far zone, at distances of about $(L\sin\alpha)^2k/2\pi\simeq12$ m or more. On the detector at 2000 mm, the geometric smear is larger: source points 5 mm apart along the beam differ in detector distance by $5/2000=0.25\,\%$, which moves the order-5 spot sideways by about $0.04$ mm.

In single scattering, line waviness removes sharp intensity from every order except the central one, for which $q_y=0$. Repeated scattering can weaken the central order as well: in the test array, a waviness of $0.3$ wavelengths rms lowers it by several per cent. With $\sigma=1.5$ nm, order 5 retains
\begin{equation}
e^{-(0.31416\times1.5)^2}=0.80
\end{equation}
of its intensity in the single-scattering model, and a simulated wavy line gives the same value to two digits. The exit angle of this order, $0.230^\circ$, lies next to the critical angle of silicon at 8 keV, about $0.22^\circ$, where single scattering is unreliable for intensities, so $0.80$ is a model value. In the power spectrum of the displacement factor, the other $20\,\%$ lies at nonzero $q_x$. Not all of it leaves as a wave: for $q_x>k(1-\cos\alpha)=0.0015\ \mathrm{nm^{-1}}$, (\ref{blur}) gives a negative $R'^2$, and no exit direction exists. At $k_{fy}=5G$ the limit comes earlier, at $q_x=0.00033\ \mathrm{nm^{-1}}$, where $R'$ falls to $5G$; for a correlation length of 20 nm, about half of the missing part lies beyond it. On the negative side, a representative value for a correlation length of 20 nm is $q_x=-1/20\ \mathrm{nm^{-1}}$, for which (\ref{blur}) gives a radius of $2.04\ \mathrm{nm^{-1}}$, nearly six times $R$. This marks the reach of the background, not where it is bright, because $F$ falls off with $q_z$: for rectangular lines 20 to 100 nm high, half of the diffuse power radiated at $k_{fy}=5G$ lies within about $1.3R$ and $90\,\%$ within about $4R$. Within this model, waviness weakens the sharp spots other than the central one and adds a diffuse background that begins right beside the arc and extends to several times its radius, while the spots themselves stay on the circle. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TEST ARRAY (wavelength 1, grazing angle 30 deg, pitch 4.6)
rms field change by multiple scattering: 18.6 %
aligned: bright orders found: 5
aligned: predicted radius / k: 0.5000
aligned: mean found radius / k: 0.5018
aligned: largest radius error / k: 0.0018
rotated 12 deg: predicted radius / k: 0.5314
rotated 12 deg: mean found radius / k: 0.5316
rotated 12 deg: orders from -3 to 1
dotted lines: second circle, found radius / k: 0.9693
dotted lines: second circle, predicted radius / k: 0.9695
kx blur / k, line length 36 and 72: 0.0249, 0.0124
WORKED EXAMPLE
photon energy: 8.0 keV
grazing angle: 0.50 deg
pitch: 100 nm
detector distance: 2000 mm
wavelength: 0.15498 nm
k: 40.5418 1/nm
kx = k cos(alpha): 40.5403 1/nm
circle radius k sin(alpha): 0.35379 1/nm
circle radius on detector: 17.454 mm
G: 0.06283 1/nm
R/G: 5.631; propagating orders: 11
n, ky (1/nm), kz (1/nm), exit angle (deg), side angle (deg), y, z (mm)
0  0.00000  0.35379  0.5000  0.0000  0.000  17.454
1  0.06283  0.34817  0.4921  0.0888  3.100  17.176
2  0.12566  0.33072  0.4674  0.1776  6.199  16.316
3  0.18850  0.29939  0.4231  0.2664  9.299  14.770
4  0.25133  0.24900  0.3519  0.3552  12.399  12.284
5  0.31416  0.16270  0.2299  0.4440  15.499  8.027
decay length of field of order 6: 7.68 nm
NEGLECTED EFFECTS
azimuthal error: 0.020 deg; ky shift: 0.01415 1/nm
radius with azimuthal error: 0.35407 1/nm
kz of orders +5, -5 with it: 0.13259, 0.18805 1/nm
angle change 0.005 deg: radius change 1.000 %
bandwidth 1.4e-04: radius change 0.014 %
line length 5 mm: kx blur 1.26e-06 1/nm
line length 5 mm: radius blur 0.041 %
roughness rms 1.5 nm, correlation length 20 nm
sharp intensity left in order 5, formula: 0.8009
sharp intensity left in order 5, wavy line: 0.8008
radius for kx lowered by 1/correlation length: 2.044 1/nm
beam-normal detector: largest spot shift 2.66 um
\end{verbatim}
